# Alloy-limited mobility of nondegenerate carriers in a parabolic band

Take a crystal of B atoms in which a small fraction $x$ of the sites is occupied at random by A atoms. To a slow electron each A atom is a weak scatterer, much smaller than the electron's wavelength. Let its potential relative to a B atom be $u(\mathbf r)$, and define an energy $U$ by

$$\int u(\mathbf r)\,d^3r=U\Omega_0 ,$$

where $\Omega_0$ is the crystal volume per site. In atomic units ($\hbar=m_e=e=1$) an electron of mass $m$ obeys $(\nabla^2+k^2)\psi=2mu\psi$. The outgoing solution for a point source on the right is $-e^{ikr}/(4\pi r)$, so to first order in $u$ the scattered wave far away is $f\,e^{ikr}/r$ with

$$f=-\frac{2m}{4\pi}\int u\,d^3r=-\frac{mU\Omega_0}{2\pi},\qquad
\sigma=4\pi f^2=\frac{m^2U^2\Omega_0^2}{\pi}.$$

The cross section depends on neither energy nor angle. With $x/\Omega_0$ scatterers per volume, the mean free path is

$$\ell=\frac{\Omega_0}{x\sigma}=\frac{\pi}{xU^2\Omega_0m^2}.$$

This already contains both power laws. The time between collisions is $\ell/v$, and the mobility is of order $\ell/(mv)$. A thermal electron has $v\propto(kT/m)^{1/2}$, so the mobility varies as $m^{-2}\,m^{-1}\,m^{1/2}\,T^{-1/2}=m^{-5/2}T^{-1/2}$. What remains is to treat any composition, where no species is a rare impurity, and to find the numerical factor.

**Random occupation at any composition.** Let species A and B occupy one sublattice with probabilities $x$ and $1-x$, independently from site to site. Their site potentials are $u_A$ and $u_B$, and $u=u_A-u_B$. The average potential $xu_A+(1-x)u_B$ is periodic. It defines the virtual crystal, whose band edge is taken to be isotropic and parabolic, $E=k^2/2m$. Scattering comes from the deviation, which is $c_ju$ at site $j$, with

$$c_j=1-x\ \text{(A)},\qquad c_j=-x\ \text{(B)}.$$

Its mean is $x(1-x)-(1-x)x=0$, and its variance is

$$\langle c_j^2\rangle=x(1-x)^2+(1-x)x^2=x(1-x).$$

The plane waves are now envelopes of Bloch functions, and $u$ is understood to include the weight of the band-edge Bloch density, normalized to an average of one over the cell. Thus $U$ is an effective scattering energy, not automatically a band offset.

For a transition with wavevector change $\mathbf q\neq0$ in a crystal of volume $V$, the matrix element is

$$M=\frac1V\sum_jc_je^{-i\mathbf q\cdot\mathbf R_j}\int u\,e^{-i\mathbf q\cdot\mathbf r}d^3r
\simeq\frac{U\Omega_0}{V}\sum_jc_je^{-i\mathbf q\cdot\mathbf R_j}.$$

The last form requires $q$ times the range of $u$ to be small. In $\langle|M|^2\rangle$ the products $\langle c_jc_l\rangle$ with $j\ne l$ vanish, because the sites are independent and the means are zero. The $V/\Omega_0$ diagonal terms remain:

$$\langle|M|^2\rangle=\frac{U^2\Omega_0^2}{V^2}\,\frac{V}{\Omega_0}\,x(1-x)=\frac WV,\qquad W=x(1-x)U^2\Omega_0 .$$

This average was tested by summing over all 4096 occupations of a periodic 12-site crystal with $x=0.53$. For every nonzero wavevector the mean square agreed with the independent-site value to better than one part in $10^7$.

If occupations are correlated, $x(1-x)$ is replaced at long wavelength by $\sum_l\langle c_0c_l\rangle$. For example, if the atoms sit in independent blocks of $s$ like sites, still small compared with the wavelength, this sum is $s\,x(1-x)$ and the mobility falls by a factor $s$.

**Scattering rate.** The potential conserves spin, so only final states of one spin count. Their density per volume and energy is

$$g(E)=\frac{4\pi k^2}{(2\pi)^3}\frac{dk}{dE}=\frac{k^2}{2\pi^2}\frac mk=\frac{mk}{2\pi^2}.$$

The golden rule gives

$$\frac1\tau=2\pi\frac WV\,Vg(E)=\frac{Wmk}{\pi}=\frac{Wm^{3/2}\sqrt{2E}}{\pi}.$$

Momentum relaxation weights each event by $1-\cos\theta$. Since all final directions are equally likely, the average of this weight is one, and $\tau$ is also the momentum relaxation time. The mean free path is

$$\ell=v\tau=\frac km\,\frac{\pi}{Wmk}=\frac{\pi}{Wm^2},$$

again independent of energy. For $x\ll1$, $W\to xU^2\Omega_0$ and the opening result returns. At fixed $U$, $\Omega_0$ and $m$ the path is shortest at $x=1/2$.

**The mobility.** Let a small force $F$ act along $z$. In the steady state the field term balances relaxation, $F\,\partial f_0/\partial k_z=-\delta f/\tau$. For a nondegenerate gas $f_0\propto e^{-E/kT}$, hence $\partial f_0/\partial k_z=-(v_z/kT)f_0$ and $\delta f=F\tau v_zf_0/kT$. The mobility is the drift velocity divided by $F$, counted positive for either sign of charge:

$$\mu=\frac{\langle v_z^2\tau\rangle}{kT}=\frac{\langle v^2\tau\rangle}{3kT},$$

where the brackets are a Maxwellian average. Inserting $v^2=2E/m$ and $g\propto E^{1/2}$,

$$\mu=\frac{2}{3mkT}\,\frac{\int_0^\infty\tau E^{3/2}e^{-E/kT}dE}{\int_0^\infty E^{1/2}e^{-E/kT}dE}
=\frac1m\,\frac{\int_0^\infty\tau E^{3/2}e^{-E/kT}dE}{\int_0^\infty E^{3/2}e^{-E/kT}dE}.$$

The second form follows by integrating by parts, which gives $\int E^{3/2}e^{-E/kT}dE=\tfrac32kT\int E^{1/2}e^{-E/kT}dE$. Now $\tau=\pi E^{-1/2}/(\sqrt2\,Wm^{3/2})$. The upper integral needs $\int Ee^{-E/kT}dE=(kT)^2$, and the lower one is $\Gamma(5/2)(kT)^{5/2}=\tfrac{3\sqrt\pi}{4}(kT)^{5/2}$. Therefore

$$\mu=\frac1m\,\frac{\pi}{\sqrt2\,Wm^{3/2}}\,\frac{4}{3\sqrt\pi\,(kT)^{1/2}}
=\boxed{\frac{2\sqrt{2\pi}}{3}\,\frac{1}{W\,m^{5/2}(kT)^{1/2}}}.$$

Of the mass powers, $-3/2$ comes from the density of final states at given energy and $-1$ from the acceleration. In SI units the golden rule contributes $1/\hbar$ and the density of states $1/\hbar^3$, so the numerator gains $e\hbar^4$. An equivalent form, with mean speed $\langle v\rangle=\sqrt{8kT/\pi m}$, is

$$\mu=\frac{e\,\ell\,\langle v\rangle}{3kT}.$$

The powers hold at fixed $W$. Two different alloys also differ in $U$, $x$ and $\Omega_0$, so their mobilities need not follow $m^{-5/2}$.

A test that does not use the Born rate replaces each species by a uniform sphere of volume $\Omega_0$, finds its transport cross section from phase shifts, and integrates the Boltzmann equation numerically. With $U$ reduced to 0.008 eV, $m=0.043$ and $T=300$ K, the mobility agrees with the formula to within 0.5 percent. Between 100 and 300 K the fitted temperature power is $-0.499$; between masses 0.04 and 0.08 the mass power is $-2.498$.

The small departures have the size expected from the finite range. For a sphere of radius $R$, $|u(\mathbf q)|^2$ is reduced by the factor $1-q^2R^2/5$. With $q^2=2k^2(1-\cos\theta)$ and the weight $1-\cos\theta$, the rate is reduced by $\tfrac{8}{15}k^2R^2$. The mobility integral has weight $Ee^{-E/kT}$, for which $\langle k^2\rangle=4mkT$, so the mobility rises by the fraction $\tfrac{32}{15}mkTR^2$. This is about 0.0016 at 300 K and $m=0.043$, and grows with both $T$ and $m$, which weakens both powers slightly.

**Numbers for an alloy.** Consider $\Gamma$ electrons in In$_{0.53}$Ga$_{0.47}$As, with rough parameters $m=0.043$, lattice constant 5.87 Å and $U=0.80$ eV. The results below keep more digits than these inputs justify, so that the arithmetic can be followed. The zincblende cell volume is $\Omega_0=a^3/4=50.57$ Å$^3$, and

$$W=0.53\times0.47\times(0.80)^2\times50.57\simeq8.06\ \text{eV}^2\,\text{Å}^3 .$$

With $\hbar^2/m_e=7.62$ eV Å$^2$, the mean free path is $\pi(7.62/0.043)^2/8.06\simeq1.22\times10^4$ Å, or 1224 nm. At 300 K, $kT=0.02585$ eV and $\langle v\rangle\simeq5.19\times10^5$ m/s, so

$$\mu=\frac{(1.224\times10^{-6}\,\text m)(5.19\times10^5\,\text{m/s})}{3\times0.02585\ \text V}\simeq8.19\ \text{m}^2/\text{Vs},$$

that is, 81,900 cm$^2$/Vs. At 77 K it is larger by $\sqrt{300/77}=1.97$, or 161,600 cm$^2$/Vs. The relaxation times $m\mu/e$, which are averages of $\tau$ with the weight $E^{3/2}e^{-E/kT}$, are 2.0 ps at 300 K and 4.0 ps at 77 K; the plain Maxwellian mean of $\tau$ is 1.5 times larger.

The value of $U$ is the least certain input, and $\mu\propto U^{-2}$: lowering $U$ by 20 percent raises the mobility by 56 percent. Its definition matters as well. If the potential difference is instead taken as constant inside a sphere of nearest-neighbour radius $\sqrt3a/4$, the squared integral at equal $U$ is larger by

$$\left[\frac{(4\pi/3)(\sqrt3a/4)^3}{a^3/4}\right]^2=\frac{3\pi^2}{16}\simeq1.85 .$$

The same scattering is then described by $U=0.59$ eV. A value of $U$ has meaning only together with its convention.

For the full $U$, taken as positive, the phase-shift calculation gives 0.998 of the Born mobility at 77 K and 0.999 at 300 K. The Born result does not depend on the sign of $U$; with the opposite sign the two ratios are 1.002 and 1.004. Part of this closeness is due to the composition. A slow electron meeting a uniform sphere of potential $u_0$ and radius $R$ has scattering length $R-\tanh(\kappa R)/\kappa$ with $\kappa^2=2mu_0$. Expanding in $u_0$ changes the Born cross section by the fraction $-\tfrac85mu_0R^2$. This is about $-1.8$ percent for A, where $u_0=(1-x)U$, and $+2.0$ percent for B, where $u_0=-xU$. Near $x=1/2$ the two changes nearly cancel. Even without the cancellation, weak scattering is good to about 2 percent at this composition within this spherical-site model. In the dilute limit $u_0$ approaches the full $U$ and the error is near 4 percent.

**Where the band is not parabolic.** A two-band model with gap $E_g$ has $E(1+E/E_g)=k^2/2m$. Differentiation gives $v=k/[m(1+2E/E_g)]$ and $g=mk(1+2E/E_g)/2\pi^2$, so at fixed $W$ the path $v/(2\pi Wg)$ becomes $\ell/(1+2E/E_g)^2$. If only the s component of the state scatters, its weight $(1+E/E_g)/(1+2E/E_g)$ enters the rate squared, and the path is $\ell/(1+E/E_g)^2$. With $E_g=0.75$ eV, the mobility is multiplied by 0.92 or 0.95 at 77 K, and by 0.74 or 0.83 at 300 K, the first number of each pair being for dispersion alone. Between these temperatures the effective power of $T$ is then about $-0.66$ or $-0.60$. This is the largest correction found here to the bulk alloy-limited value at low density. Scattering through the p component is left out.

**The degenerate limit.** For Fermi statistics the factor $f_0/kT$ is replaced by $-\partial f_0/\partial E$. Counting both spins, $2gv=k^2/\pi^2=2mE/\pi^2$, and with carrier density $n$

$$\mu=\frac{\ell}{3n}\int_0^\infty2gv\left(-\frac{\partial f_0}{\partial E}\right)dE=\frac{2m\ell}{3\pi^2n}\int_0^\infty f_0\,dE .$$

At low temperature the last integral is the Fermi energy $k_F^2/2m$. Since $n=k_F^3/3\pi^2$, this gives $\mu=\ell/k_F$. At fixed density the mobility no longer depends on $T$, and its mass power is $-2$. The nondegenerate formula therefore does not imply a divergence as $T\to0$ at fixed density. At $10^{16}$ cm$^{-3}$ the statistics multiply the formula by 0.95 at 77 K and 0.99 at 300 K. At $10^{18}$ cm$^{-3}$ the factors are 0.37 and 0.68, leaving about 59,800 and 55,700 cm$^2$/Vs in the parabolic band: the temperature dependence has almost gone. At this density the Fermi energy, about 0.085 eV, is not small beside the gap, and the two-band model lowers the pair to about 40,900 and 34,900 for dispersion alone, or 48,900 and 42,700 with the s weight. All these values treat the alloy potential as unscreened; static screening by the carriers would lower the scattering rate at $10^{18}$ cm$^{-3}$ by roughly 15 percent.

**A narrow channel.** Let electrons occupy the lowest subband of an alloy layer of width $L$ between infinite walls, $\psi=\sqrt{2/L}\,\sin(\pi z/L)$. Each site contributes to $|M|^2$ with weight $|\psi|^4$, so for area $A$ the mean square is $(W/A)\int\psi^4dz=3W/(2LA)$. The two-dimensional density of states per spin is $m/2\pi$, which gives

$$\frac1\tau=2\pi\,\frac{3W}{2L}\,\frac{m}{2\pi}=\frac{3Wm}{2L},\qquad \mu=\frac{2L}{3Wm^2}.$$

For the unscreened potential this is independent of temperature and energy. Screening by the sheet carriers is left out; in a 10 nm layer with $0.5$ to $2\times10^{12}$ electrons per cm$^2$ static screening would lower the rate by roughly 35 to 15 percent and make it depend on density. For $L=10$ nm and the same $W$ and $m$ it is 39,500 cm$^2$/Vs, about half the bulk value at 300 K. In the parabolic band the next subband lies 0.26 eV higher, far above $kT$. The confinement energy itself is a third of that spacing, 0.09 eV, which is not small beside the gap. In the two-band dispersion the subband edge $E_1$ obeys $E_1(1+E_1/E_g)=\pi^2/(2mL^2)=0.087$ eV, and the in-plane mass there is $k/v=m(1+2E_1/E_g)$. Since $(1+2E_1/E_g)^2=1+4(0.087)/0.75\simeq1.47$ and the mobility varies as the inverse square of the mass, dispersion alone would lower it by roughly a third for electrons near the subband edge. Thermal energy raises the mass further, so the loss is larger at 300 K. Infinite walls also overstate the confinement: with real barriers of about 0.5 eV (InAlAs) or 0.25 eV (InP), the parabolic confinement energy of a 10 nm layer is 0.04 to 0.05 eV, the subband spacing 0.12 to 0.15 eV, and the wider wavefunction raises the mobility limited by disorder in the well to roughly 53,000 to 59,000 cm$^2$/Vs.

**The material's mobility.** Other scattering acts at the same time. Acoustic phonons have the same energy dependence as the alloy in the elastic, equipartition limit. A dilatation mode has elastic energy $\tfrac12c_lV|\Delta_q|^2$, with thermal mean $\tfrac12kT$, so with deformation potential $D$ the quantity $D^2kT/c_l$ takes the place of $W$. For $D=7$ eV and stiffness $c_l=120$ GPa, the acoustic rate is 5 percent of the alloy rate at 77 K and 21 percent at 300 K.

Polar optical phonons (0.033 eV, unscreened) and $10^{16}$ cm$^{-3}$ ionized impurities were added by solving the Boltzmann equation with the phonon energy exchange retained, in the parabolic band. The impurities are singly charged, screened by the carriers, and treated in the Born approximation. At 300 K the mobility without alloy disorder is 13,600 cm$^2$/Vs, and disorder lowers it to 11,500, a loss of 15 percent. Polar phonons alone would give about 17,000, so they set the scale. With the two-band dispersion the two values drop to about 12,000 and 10,000, and the loss rises to 17 to 19 percent. At 77 K disorder lowers the mobility from 52,800 to 34,900 cm$^2$/Vs, a loss of 34 percent, while impurities alone would give 70,800. These 77 K values are estimates: the screening length, about 23 nm, is close to the donor Bohr radius, about 17 nm, so the Born rate for impurities is only approximate there; phase shifts for the same screened potential lower the impurity-only mobility by about 8 percent.

Adding the inverse of the alloy-limited mobility to the inverse of the mobility without disorder at 77 K would predict about 39,800 cm$^2$/Vs, 14 percent above the solved value. For elastic processes an excess of this sign is expected: $\tau_1\tau_2/(\tau_1+\tau_2)$ is a concave function of the two times, so its average cannot exceed the same expression formed from their averages. Equality holds when the times have the same energy dependence.

The room-temperature mobility of lightly doped In$_{0.53}$Ga$_{0.47}$As is roughly $10^4$ cm$^2$/Vs, the scale of the combined result and far below the alloy-limited value. The agreement in scale does not determine $U$, because alloy disorder is a minor part of the total at 300 K. Short transistors also break the assumption of low-field bulk transport. An electron gains $kT$ over one alloy mean free path in a field of only 54 V/cm at 77 K or 211 V/cm at 300 K. Other scattering shortens the path: scaling it by the ratio of total to alloy-limited mobility gives roughly 170 nm at 300 K, an estimate for electrons near equilibrium in the lightly doped bulk, not for hot electrons in a working transistor. That still exceeds a channel a few tens of nanometres long, where the current depends on injection from the contacts as well as on scattering, and a mobility alone does not determine it. The numerical output lists the values for both temperatures.

## Calculated quantities

```
In0.53Ga0.47As, rough model inputs
x = 0.53; mass = 0.043 m_e; U = 0.80 eV
lattice constant = 5.87 angstrom
gap = 0.75 eV; optical phonon = 0.033 eV
dielectric constants = 13.9, 11.6
deformation potential = 7.0 eV
elastic stiffness = 120 GPa
carriers = ionized impurities = 1.0e+16 cm^-3
cell volume = 50.57 angstrom^3
W = 8.061 eV^2 angstrom^3
alloy mean free path = 1224 nm
numerical T power = -0.4990; mass power = -2.4978
sphere/cell rate factor at equal U = 1.8506
sphere-convention U for same rate = 0.588 eV
channel width = 10 nm
channel subband gap = 0.262 eV
channel alloy mobility = 39455 cm^2/Vs
T = 77 K; kT = 0.00664 eV
 alloy mobility = 161623 cm^2/Vs
 alloy mobility = 3.7990e+06 atomic units
 mean relaxation time = 3.951 ps
 exact-site/Born mobility ratio = 0.9979
 nonparabolic factor, dispersion = 0.920
 nonparabolic factor, s part = 0.951
 degeneracy factor at 1e+16 cm^-3 = 0.954
 degeneracy factor at 1e+18 cm^-3 = 0.370
 acoustic/alloy rate ratio = 0.054
 impurity-only mobility = 70776 cm^2/Vs
 polar-only mobility = 1.135e+06 cm^2/Vs
 all but alloy mobility = 52771 cm^2/Vs
 all with alloy mobility = 34860 cm^2/Vs
 loss due to alloy = 33.9 percent
 field kT/(e path) = 54.2 V/cm
T = 300 K; kT = 0.02585 eV
 alloy mobility = 81882 cm^2/Vs
 alloy mobility = 1.9247e+06 atomic units
 mean relaxation time = 2.002 ps
 exact-site/Born mobility ratio = 0.9991
 nonparabolic factor, dispersion = 0.738
 nonparabolic factor, s part = 0.827
 degeneracy factor at 1e+16 cm^-3 = 0.994
 degeneracy factor at 1e+18 cm^-3 = 0.680
 acoustic/alloy rate ratio = 0.210
 impurity-only mobility = 281618 cm^2/Vs
 polar-only mobility = 1.715e+04 cm^2/Vs
 all but alloy mobility = 13562 cm^2/Vs
 all with alloy mobility = 11475 cm^2/Vs
 loss due to alloy = 15.4 percent
 field kT/(e path) = 211.2 V/cm
```
